# Channel length at which velocity saturation halves the square-law current: test program

```python
"""Channel length at which velocity saturation halves the square-law current.

Result under test: for the two-piece velocity law
    v = mu E/(1 + E/Es) for E < Es,  v = vs for E >= Es,  Es = 2 vs/mu,
the current at the onset of saturation, divided by the square-law current,
is 1/(1 + Vo/(Es L)), so it is one half at L = Vo/Es = mu Vo/(2 vs).
Symbols: mu mobility, vs saturation velocity, Vo gate overdrive, L channel
length, E field along the channel, m bulk-charge factor.
Working units: cm, V, s, A.  The variable j is current/(width * oxide
capacitance per area), in V cm/s.
The independent road inverts v(E) numerically and integrates dV/E.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

mu, vs, Vo = 300.0, 1.0e7, 0.5
nm = 1e-7                                   # one nanometre in cm
Es = 2 * vs / mu
L_half = Vo / Es


def two_piece(E):
    return mu * E / (1 + E / Es) if E < Es else vs


def smooth_one(E):
    return mu * E / (1 + mu * E / vs)


def smooth_two(E):
    return mu * E / np.sqrt(1 + (mu * E / vs) ** 2)


def abrupt(E):
    return min(mu * E, vs)


def unsaturated(E):
    return mu * E


def inverse_field(speed, law):
    """1/E at which the law gives this speed, by root search."""
    low, high = 0.0, np.log(1e13)
    if law(np.exp(high)) <= speed:
        return 0.0
    return np.exp(-brentq(lambda y: law(np.exp(y)) - speed, low, high))


def length_needed(j, V_drain, law, m=1.0):
    """Channel length that carries j with this drain voltage."""
    return quad(lambda V: inverse_field(j / (Vo - m * V), law),
                0, V_drain, epsabs=0, epsrel=1e-8, limit=100)[0]


def half_length(law, m=1.0):
    """Length whose largest gradual-channel current is half the square law."""
    def mismatch(L):
        j = mu * Vo**2 / (4 * m * L)
        return length_needed(j, (Vo - j / vs) / m, law, m) - L
    return brentq(mismatch, 1.001 * mu * Vo / (4 * m * vs), 400 * nm,
                  xtol=1e-15)


def saturation_j(L):
    """Saturation current from the integral, two-piece law."""
    return brentq(lambda j: length_needed(j, Vo - j / vs, two_piece) - L,
                  1e-3 * vs * Vo, 0.9999 * vs * Vo)


def close(a, b, tol=1e-6):
    return abs(a - b) <= tol * abs(b)


# Square law from the same integral with no saturation of velocity
j_square = mu * Vo**2 / (2 * L_half)
assert close(length_needed(j_square, Vo, unsaturated), L_half)

# Current below saturation, and the voltage where saturation begins
Vdsat = Vo * Es * L_half / (Vo + Es * L_half)
for V in (0.05, 0.15, Vdsat):
    j = mu / L_half * (Vo * V - V**2 / 2) / (1 + V / (Es * L_half))
    assert close(length_needed(j, V, two_piece), L_half)
assert close(j, vs * (Vo - Vdsat))
# Above Vdsat even the largest allowed current needs a longer channel
assert length_needed(vs * (Vo - 0.30), 0.30, two_piece) > 1.1 * L_half

# Current ratio at several lengths
ratios = []
for L in np.array([37.5, 75.0, 150.0, 750.0]) * nm:
    ratio = saturation_j(L) / (mu * Vo**2 / (2 * L))
    assert close(ratio, 1 / (1 + Vo / (Es * L)))
    ratios.append((L / nm, ratio))

# Half-current length for four laws and with bulk charge
L_two = half_length(two_piece)
L_one = half_length(smooth_one)
L_sq = half_length(smooth_two)
L_abrupt = half_length(abrupt)
m_bulk = 1.2
L_bulk = half_length(two_piece, m_bulk)
assert close(L_two, L_half)
assert close(L_one, (2 + np.sqrt(2)) / 4 * mu * Vo / vs)
assert close(L_abrupt, mu * Vo / (2 * np.sqrt(2) * vs))
s = mu * Vo / (4 * vs * L_sq)
assert close(np.sqrt(1 - s**2) - s**2 * np.arccosh(1 / s), 0.5, 1e-5)
assert close(L_bulk, Vo / (m_bulk * Es))
fields = np.geomspace(1e-3 * Es, 1e3 * Es, 6001)
law_ratio = np.array([two_piece(E) / smooth_two(E) for E in fields])

# Currents per width, rough device values
t_ox, x_j, R_source = 2 * nm, 30 * nm, 100e-4       # cm, cm, ohm cm
eps0 = const.epsilon_0 / 100                        # F/cm
k_ox, k_si = 3.9, 11.7
C_ox = k_ox * eps0 / t_ox
I_square = C_ox * j_square                          # A/cm
I_sat = C_ox * saturation_j(L_half)

# Drain region: V'' = (V - Vdsat)/ell^2 with V' = Es at its start
ell = np.sqrt(k_si / k_ox * t_ox * x_j)


def drain_region(V_drain):
    def core_Vdsat(core):
        return Vo * Es * core / (Vo + Es * core)

    def excess(core):
        return (core + ell * np.arcsinh((V_drain - core_Vdsat(core))
                                        / (ell * Es)) - L_half)
    core = brentq(excess, 0, L_half, xtol=1e-16)
    dL = L_half - core
    peak = Es * np.cosh(dL / ell)
    # integrate the equation in scaled length x/ell as a test
    sol = solve_ivp(lambda x, y: [y[1], y[0]], (0, dL / ell),
                    [0, Es * ell], rtol=1e-10, atol=1e-12)
    assert close(sol.y[0, -1] + core_Vdsat(core), V_drain)
    assert close(sol.y[1, -1] / ell, peak)
    gain = (Vo + Es * L_half) / (Vo + Es * core) - 1
    return dL, gain, peak


clm = {V: drain_region(V) for V in (0.5, 1.0)}

# Barrier lowering at mid-channel per volt on the drain: u'' = u/ell^2
barrier = 1 / (2 * np.cosh(L_half / (2 * ell)))
N = 800
h = L_half / N
matrix = (np.diag(np.full(N - 1, -2 - (h / ell) ** 2))
          + np.diag(np.ones(N - 2), 1) + np.diag(np.ones(N - 2), -1))
rhs = np.zeros(N - 1)
rhs[-1] = -1.0
assert close(np.linalg.solve(matrix, rhs)[N // 2 - 1], barrier, 1e-4)

# Source resistance lowers the overdrive seen by the channel
I_res = brentq(lambda I: C_ox * vs * (Vo - I * R_source) ** 2
               / (Vo - I * R_source + Es * L_half) - I, 0, I_sat)

# Diffusion added to the long-channel current
T = 300.0
kT = const.k * T / const.e                          # eV, also volts
diffusion = 2 * kT / Vo
assert close(quad(lambda q: q + kT, 0, Vo)[0] / (Vo**2 / 2) - 1, diffusion)

# Degeneracy at the source: lowest silicon (100) subband, two valleys
mass = 0.19 * const.m_e
n_sheet = C_ox * Vo / const.e                       # per cm2
dos = 2 * mass / (np.pi * const.hbar**2) * const.e * 1e-4   # per eV cm2
E_fermi = kT * np.log(np.expm1(n_sheet / (dos * kT)))
filled = quad(lambda x: 1 / (1 + np.exp(x - E_fermi / kT)), 0, 50)[0]
assert close(filled * dos * kT, n_sheet)

# Thermal injection speed (nondegenerate) and overshoot length
v_inj = np.sqrt(2 * const.k * T / (np.pi * mass)) * 100     # cm/s
v_th = np.sqrt(const.k * T / mass) * 100
mean_forward = (quad(lambda x: x * np.exp(-x * x / 2), 0, 12)[0]
                / quad(lambda x: np.exp(-x * x / 2), 0, 12)[0]) * v_th
assert close(mean_forward, v_inj)
tau_energy = 0.2e-12
overshoot = vs * tau_energy

# Gate tunnelling with a rough current density, and operation at 400 K
J_gate = 1.0                                        # A/cm2
gate_share = J_gate * L_half / I_sat
vs_factor = 0.9
L_hot = L_half * (400 / 300) ** -1.5 / vs_factor

print("INPUTS")
print(f"overdrive {Vo:.2f} V; mobility {mu:.0f} cm2/Vs")
print(f"saturation velocity {vs:.1e} cm/s")
print(f"rough oxide thickness {t_ox/nm:.1f} nm; junction {x_j/nm:.0f} nm")
print(f"relative permittivity: oxide {k_ox}, silicon {k_si}")
print("MAIN RESULT, two-piece law")
print(f"saturation field Es = {Es/1e3:.2f} kV/cm")
print(f"half-current length, formula  = {L_half/nm:.3f} nm")
print(f"half-current length, integral = {L_two/nm:.3f} nm")
print(f"Es*L = {Es*L_half:.3f} V; Vdsat = {Vdsat:.3f} V")
print(f"source-end speed = {saturation_j(L_half)/Vo:.3e} cm/s")
print(f"oxide capacitance = {C_ox*1e6:.3f} uF/cm2")
print(f"square-law current = {I_square*0.1:.4f} mA/um")
print(f"saturated current  = {I_sat*0.1:.4f} mA/um")
for L, ratio in ratios:
    print(f"current ratio at L = {L:.1f} nm: {ratio:.4f}")
print("OTHER VELOCITY LAWS, half-current length")
print(f"smooth, exponent 1: {L_one/nm:.2f} nm")
print(f"smooth, exponent 2: {L_sq/nm:.2f} nm (s = {s:.4f})")
print(f"abrupt: {L_abrupt/nm:.2f} nm")
print(f"all carriers at vs (wrong): {mu*Vo/(4*vs)/nm:.2f} nm")
print(f"speed, two-piece/exponent 2: min {law_ratio.min():.3f},"
      f" max {law_ratio.max():.3f}")
print("NEGLECTED EFFECTS at the half-current length")
print(f"bulk factor {m_bulk}: half-current length {L_bulk/nm:.2f} nm")
print(f"drain-region decay length = {ell/nm:.2f} nm")
for V, (dL, gain, peak) in clm.items():
    print(f"drain {V:.1f} V: region {dL/nm:.1f} nm, current +"
          f"{100*gain:.0f} %, peak field {peak/1e6:.2f} MV/cm")
print(f"barrier lowering = {1e3*barrier:.0f} mV per V of drain bias")
print(f"source resistance {R_source*1e4:.0f} ohm um: current "
      f"{100*(I_res/I_sat-1):.1f} %")
print(f"thermal voltage at {T:.0f} K = {1e3*kT:.2f} mV")
print(f"diffusion adds {100*diffusion:.1f} % to long-channel current")
print(f"source sheet density = {n_sheet:.2e} per cm2")
print(f"Fermi level above subband = {1e3*E_fermi:.0f} meV")
print(f"thermal injection speed = {v_inj:.2e} cm/s")
print(f"energy relaxation time {tau_energy*1e12:.1f} ps (rough): length "
      f"{overshoot/nm:.0f} nm, {overshoot/L_half:.2f} of L")
print(f"oxide field from channel charge = {Vo/t_ox/1e6:.2f} MV/cm")
print(f"gate leakage at {J_gate:.0f} A/cm2 (rough): {gate_share:.1e}"
      " of drain current")
print(f"400 K, mobility as T^-1.5, vs times {vs_factor}: "
      f"half-current length {L_hot/nm:.1f} nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
INPUTS
overdrive 0.50 V; mobility 300 cm2/Vs
saturation velocity 1.0e+07 cm/s
rough oxide thickness 2.0 nm; junction 30 nm
relative permittivity: oxide 3.9, silicon 11.7
MAIN RESULT, two-piece law
saturation field Es = 66.67 kV/cm
half-current length, formula  = 75.000 nm
half-current length, integral = 75.000 nm
Es*L = 0.500 V; Vdsat = 0.250 V
source-end speed = 5.000e+06 cm/s
oxide capacitance = 1.727 uF/cm2
square-law current = 0.8633 mA/um
saturated current  = 0.4316 mA/um
current ratio at L = 37.5 nm: 0.3333
current ratio at L = 75.0 nm: 0.5000
current ratio at L = 150.0 nm: 0.6667
current ratio at L = 750.0 nm: 0.9091
OTHER VELOCITY LAWS, half-current length
smooth, exponent 1: 128.03 nm
smooth, exponent 2: 71.04 nm (s = 0.5279)
abrupt: 53.03 nm
all carriers at vs (wrong): 37.50 nm
speed, two-piece/exponent 2: min 0.894, max 1.118
NEGLECTED EFFECTS at the half-current length
bulk factor 1.2: half-current length 62.50 nm
drain-region decay length = 13.42 nm
drain 0.5 V: region 25.9 nm, current +21 %, peak field 0.23 MV/cm
drain 1.0 V: region 39.4 nm, current +36 %, peak field 0.63 MV/cm
barrier lowering = 61 mV per V of drain bias
source resistance 100 ohm um: current -11.3 %
thermal voltage at 300 K = 25.85 mV
diffusion adds 10.3 % to long-channel current
source sheet density = 5.39e+12 per cm2
Fermi level above subband = 26 meV
thermal injection speed = 1.23e+07 cm/s
energy relaxation time 0.2 ps (rough): length 20 nm, 0.27 of L
oxide field from channel charge = 2.50 MV/cm
gate leakage at 1 A/cm2 (rough): 1.7e-06 of drain current
400 K, mobility as T^-1.5, vs times 0.9: half-current length 54.1 nm
ALL CHECKS PASSED
```
